When the total scattering rate is exact in anisotropic bands

An electric field displaces electrons oddly in velocity: states moving one way gain occupation and those moving the opposite way lose it. If scattering is elastic and equally likely from a state and from its velocity-reversed partner, the electrons arriving from the two cancel in their deviation from equilibrium. The in-scattering term then vanishes for every odd distribution, and the linear Boltzmann equation is solved by dividing its source by the total out-scattering rate. Neither the shape of the band nor a variation of the rate along the energy surface alters this.

One qualification belongs in the statement. Equal likelihood into the two final states is not quite equal likelihood from the two initial states. Reciprocity supplies the missing link. Without it the in-scattering of an odd distribution need not vanish, although at low occupation the current is still given by the total rate, provided scattering leaves equilibrium stationary.

**The model: one ellipsoidal valley**

Take an electron in a silicon conduction valley. Let κ be its wave vector measured from the valley minimum, and let

ε(κ) = ħ²κ_x²/(2m_t) + ħ²κ_y²/(2m_t) + ħ²κ_z²/(2m_l).

The velocity components are v_i = ħκ_i/m_i. Unless κ lies along a principal axis of the ellipsoid, velocity and wave vector are not parallel. Yet κ → −κ keeps the energy and reverses the velocity.

This is inversion about the valley minimum, not about the centre of the Brillouin zone. Inversion about the zone centre leads to the opposite valley, which intravalley scattering does not reach. The argument needs a map P of states with these properties: P applied twice is the identity, P preserves the counting of states, ε(Pk) = ε(k), and v(Pk) = −v(k). In an inversion-symmetric band P may be k → −k; in the silicon valley it is κ → −κ. "Odd" means g(Pk) = −g(k), and "even" means g(Pk) = g(k).

**The linear equation**

Let W(k→k′) be the elastic scattering rate, with energy conservation included in it, and define

G(k) = Σ_k′ W(k→k′) > 0.

The electron charge is −e with e > 0. The field F is uniform, steady and weak, and there is no magnetic field. The steady Boltzmann equation is

−(e/ħ) F·∇_k f(k) = Σ_k′ { W(k′→k) f(k′)[1 − f(k)] − W(k→k′) f(k)[1 − f(k′)] }.

Assume reciprocity, W(k′→k) = W(k→k′). The products f(k)f(k′) cancel, leaving W(k→k′)[f(k′) − f(k)]. Now write f = f₀(ε) + g, where f₀ is the equilibrium distribution. Elastic scattering joins states of equal energy, so f₀ drops out of the difference. On the left, to first order in the field, ∇_k f₀ = ħv f₀′ with f₀′ = df₀/dε. Hence

−e F·v f₀′ = Σ_k′ W(k′→k) g(k′) − G(k) g(k).

Call the in-scattering sum (Ig)(k). Changing the overall sign gives

G g − I g = e F·v f₀′.

Because f₀′ is negative, the source is positive for electrons moving against the field, as it should be for negative charges.

**Why in-scattering disappears**

The premise is W(k→k′) = W(k→Pk′). Reciprocity, used before and after it, moves the evenness to the initial state:

W(k′→k) = W(k→k′) = W(k→Pk′) = W(Pk′→k).

Let g be odd. The sum runs over all states, so k′ may be relabelled Pk′:

(Ig)(k) = Σ_k′ W(k′→k) g(k′)
= Σ_k′ W(Pk′→k) g(Pk′)
= Σ_k′ W(k′→k) [−g(k′)]
= −(Ig)(k).

A number equal to its own negative is zero, so Ig = 0. The rate may still depend strongly on k and on the pair {k′, Pk′}. It may not distinguish the two members of a pair.

The proposed solution is

g(k) = e F·v(k) f₀′(ε) / G(k).

For this to be odd, G must be even. By reciprocity G(k) = Σ_k′ W(k′→k), and therefore

G(Pk) = Σ_k′ W(k′→Pk) = Σ_k′ W(k′→k) = G(k).

The middle step is the premise, applied to the final state. So g is odd, Ig = 0, and Gg equals the source: the full equation is satisfied.

Could another solution carry a different current? The difference h of two solutions obeys Gh = Ih. Multiply by h and sum over k. Reciprocity lets the out-scattering part be shared equally between the two states:

0 = Σ_k h(k)[G(k)h(k) − (Ih)(k)] = ½ Σ_k,k′ W(k→k′)[h(k) − h(k′)]².

Every term is non-negative, so h takes equal values on any two states joined by scattering. Moreover Ih is even, because W(k′→k) is even in k; with G even, h = Ih/G is even too. Its current, proportional to Σ v h, vanishes. What remains is one constant for each set of states connected by scattering, fixed by the particle number in that set.

The same reasoning explains why a velocity-weighted rate brings no correction here. Define

G_v(k) = Σ_k′ W(k→k′)[1 − v(k)·v(k′)/|v(k)|²].

The second part contains Σ_k′ W(k→k′)v(k′), which is zero since v is odd and W is even in k′. Thus G_v = G. On average a collision leaves no memory of the velocity, even though the individual final velocities are not zero.

**What remains without reciprocity**

Drop reciprocity but keep the premise and the sum rule Σ_k′ W(k′→k) = G(k), which keeps equilibrium stationary. Take low occupation, so that the Pauli factors play no part. Then (Ig)(k) is still even in k for any g, because k enters through the final state, and G is even by the sum rule. The odd part of the linear equation contains no in-scattering:

G g_odd = e F·v f₀′.

The current depends on g_odd alone and is therefore given by the total rate. The even part can be nonzero.

Six states show this. Arrange three pairs in a ring. From the plus member of a pair an electron hops to the next pair, and from the minus member to the previous pair, with unit rate into each of the two states there. Every state then has total out-rate 2 and total in-rate 2. Let the plus states have velocities u = (1, 0.4, −0.7) and the minus states the opposite ones. Pair j receives from this odd distribution

u_(j−1) − u_(j+1) = −1.1, 1.7, −0.6 for the three pairs in turn.

In-scattering does not vanish. With v as the source, the odd part of the solution is v/2. The even part h obeys 2h_j − h_(j−1) − h_(j+1) = ½(u_(j−1) − u_(j+1)). Choosing zero net particle number makes the three h_j sum to zero, so the left side is 3h_j and h = (−0.183, 0.283, −0.100). The current is Σ v²/2 = 1 + 0.16 + 0.49 = 1.65. Solving the six equations numerically gives the same current and the same even part.

**The rate in the silicon valley**

Now let acoustic phonons scatter the electron through a deformation potential Ξ: a dilation ∇·u of the crystal shifts the band energy by Ξ∇·u. For a phonon of wave vector q and frequency ω = sq, the quantum displacement amplitude squared is ħ/(2ρVω), where ρ is the mass density and V the volume. The divergence contributes q². Absorption therefore has

|M|² = Ξ² ħq² N/(2ρVω),

and emission has N + 1 in place of N. If ħω is small compared with kT (k here is Boltzmann's constant), both factors are approximately kT/(ħω), so each process gives Ξ²kT/(2ρVs²). The phonon wave vector has cancelled. Neglecting the phonon energy and adding the two processes,

W(κ→κ′) = (2π/ħ) [Ξ²kT/(ρVs²)] δ(ε − ε′).

This rate is reciprocal and even in κ′. To sum it over final states, set κ_i = √m_i y_i/ħ. The energy becomes |y|²/2, and the volume element acquires the factor m_d^(3/2)/ħ³, with m_d = (m_l m_t²)^(1/3). For one spin and one valley the density of states per volume is

D(ε) = [m_d^(3/2)/(8π³ħ³)] ∫ 4πy² δ(ε − y²/2) dy
= m_d^(3/2) √(2ε)/(2π²ħ³),

since the delta function divides by its slope y, leaving y²/y = √(2ε). Hence

G(ε) = (2π/ħ)[Ξ²kT/(ρs²)] D(ε)
= √2 m_d^(3/2) Ξ² kT √ε/(πħ⁴ρs²).

The mobility follows from the current −eΣv_i g. With low occupation, −f₀′ = f₀/kT, and

μ_i = (e/kT) ⟨v_i²/G⟩,

where the average is over f₀. In the y variables v_i = y_i/√m_i. Averaging over directions at fixed energy gives y_i² → |y|²/3 = 2ε/3, so v_i² → 2ε/(3m_i). Put x = ε/kT and let τ₁ = 1/G(kT), so that 1/G = τ₁x^(−1/2). Then

μ_i = (2eτ₁/3m_i) [∫₀^∞ x e^(−x) dx] / [∫₀^∞ x^(1/2) e^(−x) dx].

The integrals are 1 and √π/2. Therefore

μ_i = eτ_μ/m_i, τ_μ = 4τ₁/(3√π).

The time τ_μ is the energy-weighted mean ⟨ε/G⟩/⟨ε⟩, not the plain average ⟨1/G⟩, which is 2τ₁/√π.

The anisotropy of the mobility within a valley comes from the masses alone, because this G is constant on an energy surface.

**Numbers at 100 K**

Use rough typical values: m_l = 0.92 m₀ and m_t = 0.19 m₀, with m₀ the free-electron mass, Ξ = 9 eV, ρ = 2.33 g/cm³ and s = 9.0×10⁵ cm/s. The density mass is m_d = 0.321 m₀, and kT = 8.62 meV. The rate at ε = kT is 3.26×10¹¹ s⁻¹, so τ₁ = 3.07 ps and τ_μ = 0.752 × 3.07 ps = 2.31 ps.

Along the long axis of a valley the mobility is 4412 cm²/Vs. The transverse value is larger by 0.92/0.19, namely 21365 cm²/Vs. For a field along a cubic axis, two of the six equally occupied valleys present their long axis and four a transverse one:

μ = (4412 + 2 × 21365)/3 cm²/Vs = 15714 cm²/Vs.

A numerical solution that keeps the full in-scattering matrix on each energy surface also gives 15714 cm²/Vs. The agreement checks the solution of this model; the physical accuracy is nearer one figure, about 2×10⁴ cm²/Vs.

**When the rate itself is anisotropic**

The silicon rate is constant on the energy surface, so it does not display the full reach of the argument. An impurity on a two-dimensional lattice does. With unit lattice spacing and energies measured in the x hopping, take

ε(k) = −2 cos k_x − 1.2 cos k_y − 0.6 cos(k_x + k_y)

at ε = −2. The last term tilts the closed energy contour, but inversion survives.

Let the impurity shift the energy of its own site by U = 0.8 and change the bonds to its x and y neighbours by w_x = 0.5 and w_y = −0.3. In plane-wave states a bond from the origin to neighbour d contributes w_d[e^(−ik·d) + e^(ik′·d)]. Adding d and −d turns the exponentials into cosines. Apart from normalization,

M = U + 2w_x(cos k_x + cos k′_x) + 2w_y(cos k_y + cos k′_y).

In the Born approximation W is proportional to |M|², which is even in each wave vector separately. The largest total rate on the contour is 5.2 times the smallest. Nevertheless, in the numerical solution the in-scattering of the odd functions tested vanishes to rounding error, and the full distribution agrees with v/G. The points on the contour contained no inversion partners, so the cancellation was not put in by pairing them.

Now restore the bonds and shift the four neighbouring site energies by U₁ = 0.4 instead. A site at d contributes U₁e^(−i(k−k′)·d), and the sum is

M = U + 2U₁[cos(k_x − k′_x) + cos(k_y − k′_y)].

This is largest for k′ = k and changes under k′ → −k′. The total rate now gives 0.48 of the full conductivity along x and 0.36 along y. The band is the same; the failure comes from the scattering.

**Forward and backward scattering**

A spherical band shows the direction of the error. Let W depend on the angle θ between k and k′, and let c be the average of cos θ weighted by W. The components of v(k′) perpendicular to v(k) average out, so Iv = cGv. Trying g proportional to v/G_m gives

(G − cG)/G_m = 1, or G_m = (1 − c)G.

The total-rate lifetime divided by the correct one is therefore 1 − c. It tends to 0 for forward scattering, equals 1 when c = 0, and tends to 2 for pure backscattering.

Weakly screened ionized donors are close to the forward limit. For 10¹³ cm⁻³ donors, a relative permittivity of 11.7, and screening by an equal density of electrons, the Born rate at ε = kT in a spherical band of mass m_d has a total about 7000 times its momentum-loss part. The total is 77 times the acoustic rate, while the momentum-loss part is 0.011 of it. Adding this total rate would cut the lifetime at this energy by a factor of about 78, where the momentum-loss rate calls for a change of about one per cent.

The Born total is a formal number here, not a measurable collision rate. The parameter e²/(4πεħv), with ε here the permittivity, is about 1.9, whereas the Born approximation for the total needs it to be small. The corresponding cross-section has a radius of about 2.9 μm, while the donors are only about 0.46 μm apart, so they do not scatter independently. The momentum-loss part is much less sensitive: going beyond the Born approximation or shortening the screening length lowers it somewhat, and at ε = kT it stays at or below about one per cent of the acoustic rate. The ratio grows roughly as 1/ε² for slower electrons, reaching 0.22 at 0.2 kT in the Born approximation, and averaged over energy the Born rate lowers the mobility by about 2 per cent.

**The model beside real silicon**

The measured electron mobility of pure silicon near 100 K is roughly of order 10⁴ cm²/Vs, so the model has the right size. One weak point is the single constant Ξ. In a real valley the coupling depends on the angle α between the phonon wave vector and the long axis:

W ∝ (Ξ_d + Ξ_u cos²α)²/s_l² + Ξ_u² cos²α sin²α/s_t².

Reversing κ′ changes the direction of κ′ − κ, so the evenness is broken. With rough values Ξ_d = 1 eV, Ξ_u = 9 eV, s_l = 9.0×10⁵ cm/s and s_t = 5.4×10⁵ cm/s, the total rate overestimates the longitudinal mobility by 22 per cent and underestimates the transverse one by 12 per cent, relative to the full solution with the same coupling. Even the sign of these errors depends on Ξ_d, whose published values differ widely: with Ξ_d = −6 eV the total rate underestimates the longitudinal mobility by about 23 per cent and overestimates the transverse one by 10 per cent.

Other corrections enter as well. In a spherical band of mass m_d, a backscattering phonon at ε = kT carries 0.37 kT, which is not very small, yet keeping phonon energies lowers the total rate there by just 2 per cent. In the ellipsoidal valley the phonon carries 0.29 kT for an electron moving along a transverse axis and 0.63 kT for one moving along the long axis, and the rate falls by about 2 and 4 per cent. These figures do not measure the accompanying loss of evenness. Absorption of intervalley phonons, estimated from three modes, adds 3 per cent at the same energy. This is a low estimate, because it omits the low-energy modes near 12 and 18 meV. With a commonly used set of six modes (about 12, 18.5 and 62 meV with couplings 0.5, 0.8 and 11×10⁸ eV/cm into one valley; 19, 47 and 59 meV with 0.3, 2 and 2×10⁸ eV/cm into four) the addition is about 8 per cent, and once emission by faster electrons is included the mobility falls by about 12 per cent. The electron density is 2×10⁻⁶ of the effective band density, so low occupation is safe. A nonparabolicity of 0.5 eV⁻¹ gives 0.004 when multiplied by kT. At 1 V/cm the drift speed is 0.017 of the sound speed, which supports the weak-field treatment.

Devices near room temperature depart further. With Ξ fixed, G(kT) grows as T^(3/2), so the model mobility falls by 3^(3/2) = 5.2 between 100 K and 300 K, to about 3000 cm²/Vs. The measured value for lightly doped silicon is roughly 1400 cm²/Vs, about half as large. Intervalley phonons, a modest correction in the cold example, are an important part of what the acoustic model then omits: the six modes above bring the model value down to about 1600 cm²/Vs. Heavier doping adds forward-peaked scattering, for which the total rate must not be used as a momentum-loss rate.

The numerical output below lists most of the values used here.

Numbers as computed

```
LATTICE MODEL (energies in units of hop_x, hbar = 1)
hoppings x, y, diagonal: 1.0, 0.6, 0.3
shell energy: -2.0; contour points: 161
site shift, bond changes x, y: 0.8, 0.5, -0.3
neighbour shift of extended impurity: 0.4
largest/smallest total rate, compact: 5.233
compact: change of W under k'->-k' / max W: 0.00e+00
compact: largest relative in-scattering of odd g: 4.43e-16
compact: error of total-rate distribution: 5.63e-16
compact: total-rate/full conductivity xx, yy: 1.0000, 1.0000
extended: change of W under k'->-k' / max W: 1.00e+00
extended: largest relative in-scattering of odd g: 7.91e-01
extended: error of total-rate distribution: 6.08e-01
extended: total-rate/full conductivity xx, yy: 0.4764, 0.3603
SIX STATES WITHOUT RECIPROCITY (dimensionless)
velocities: [ 1.  -1.   0.4 -0.4 -0.7  0.7]
in-scattering of this odd distribution: [-1.1 -1.1  1.7  1.7 -0.6 -0.6]
even part of full solution: [-0.1833 -0.1833  0.2833  0.2833 -0.1    -0.1   ]
current, full and total-rate: 1.650000, 1.650000
SILICON ELECTRONS (rough typical parameters)
temperature: 100 K; kT: 8.617 meV
masses long., transv.: 0.92, 0.19 m0
masses density, conductivity: 0.3214, 0.2583 m0
deformation potential: 9.0 eV
mass density: 2.33 g/cm3
sound speeds long., transv.: 9.00e+05, 5.40e+05 cm/s
total rate at E = kT: 3.2594e+11 1/s
lifetime at kT, mean lifetime: 3.068, 2.308 ps
mobility long., transv.: 4412, 21365 cm2/Vs
mobility averaged over valleys: 15714 cm2/Vs
same from full matrices: 15714 cm2/Vs
NEGLECTED EFFECTS
directional potentials Xi_d, Xi_u: 1.0, 9.0 eV
then total-rate/full mobility long., transv.: 1.22, 0.88
backscattering phonon energy / kT: 0.371
inelastic/elastic total rate at kT: 0.980
intervalley: 62 meV, 1.1e+09 eV/cm, 1 final valleys
intervalley: 47 meV, 2.0e+08 eV/cm, 4 final valleys
intervalley: 19 meV, 3.0e+07 eV/cm, 4 final valleys
intervalley/acoustic rate at kT: 0.0305
donors: 1e+13 1/cm3; permittivity: 11.7
donor momentum-loss/acoustic rate: 0.0105
donor total/acoustic rate: 77.3
donor total/momentum-loss rate: 7368
electron density/band density: 1.9e-06
nonparabolicity 0.5 1/eV, times kT: 0.0043
field: 1.0 V/cm; drift speed: 1.571e+04 cm/s
drift speed/sound speed: 0.0175
```
